# Do neutrality shifts add a force in the tight-binding bond model?

**The argument under review**

The manuscript computes forces in a tight-binding chain whose atoms are kept neutral by adjusting their on-site levels. Its argument has three steps.

1. The level of atom $i$ is $\varepsilon_i+\Delta_i$, where the shift $\Delta_i$ is chosen to make the atom neutral.
2. When an atom moves, all the $\Delta_i$ must be readjusted, so they are functions of the positions.
3. The electronic energy is the sum of occupied eigenvalues. Its derivative therefore contains the slopes of the levels, and a force $-\sum_i q_i\,d\Delta_i/dx_k$ must be added to the force from the bonds.

Steps 1 and 2 are right. The question is whether step 3 differentiates the energy of the model.

**Model and conventions**

Let the atoms lie on a line at positions $x_i$. Each has one orbital, orthogonal to the others, and brings $N_i=1$ electron. The unshifted Hamiltonian $H^0$ has free-atom levels $\varepsilon_i$ on its diagonal, independent of geometry, and hoppings $h_{ij}=h(r_{ij})$ off it, with $r_{ij}=|x_i-x_j|$. The lowest orbitals are doubly occupied and a gap separates them from the empty ones. The density matrix $\rho=2P$ includes both spins; $P$ projects on the occupied orbitals, so $P^2=P$. The charge of atom $i$, in electrons, is $q_i=\rho_{ii}$, and $\rho_{ij}$ is the bond order.

Relative to neutral free atoms, the energy is

$$E=\sum_{i\ne j}\rho_{ij}h_{ij}+\sum_i\varepsilon_i(q_i-N_i)+\tfrac12\sum_{i\neq j}\phi(r_{ij}),$$

where $\phi$ is a pair repulsion. The second sum vanishes for neutral atoms. No $\Delta_i$ appears: the shifts belong to the method of finding $\rho$, and their role has to be derived.

**What the shifts are**

We want the lowest $E$ among projectors with $q_i=N_i$. At fixed positions this means making

$$\mathrm{Tr}\,\rho H^0+\sum_i\Delta_i(q_i-N_i)$$

stationary, with one multiplier $\Delta_i$ per constraint. Since $q_i=\rho_{ii}$, the multipliers act as a diagonal matrix $\Delta$ added to $H^0$. Write $H=H^0+\Delta$.

The allowed variations follow from $P^2=P$. Differentiation gives $dP\,P+P\,dP=dP$. Multiplying by $P$ on both sides gives $2P\,dP\,P=P\,dP\,P$, so $P\,dP\,P=0$. Multiplying instead by $1-P$ on both sides gives $(1-P)\,dP\,(1-P)=0$. A variation thus mixes occupied with empty orbitals and does nothing else. Stationarity requires $(1-P)HP=0$: the occupied space is spanned by eigenvectors of $H^0+\Delta$. The level shifts that enforce neutrality are therefore the Lagrange multipliers.

Filling the lowest eigenvectors gives the true constrained minimum. Let $\rho_\Delta$ be that filling, and suppose it is neutral. For any other neutral $\rho'$,

$$\mathrm{Tr}\,\rho'H^0=\mathrm{Tr}\,\rho'H-\sum_i\Delta_iN_i\ \ge\ \mathrm{Tr}\,\rho_\Delta H-\sum_i\Delta_iN_i=\mathrm{Tr}\,\rho_\Delta H^0 .$$

The inequality holds because $\rho_\Delta$ minimizes $\mathrm{Tr}\,\rho H$ at the given electron number.

The multipliers are fixed up to a common constant. Adding $c$ to every $\Delta_i$ moves all eigenvalues by $c$ and leaves the orbitals alone. This freedom will matter below.

**The force**

Now move atom $k$ and readjust the shifts so that neutrality persists. The electronic energy changes by

$$d\,\mathrm{Tr}\,\rho H^0=\mathrm{Tr}\,\rho\,dH^0+\mathrm{Tr}\,d\rho\,H^0 .$$

In the last term substitute $H^0=H-\Delta$:

$$\mathrm{Tr}\,d\rho\,H^0=\mathrm{Tr}\,d\rho\,H-\sum_i\Delta_i\,dq_i .$$

Both pieces vanish, for different reasons. The first does because $H$ has no occupied–empty block, while $d\rho$ has no other block. The second does because $q_i=N_i$ throughout the motion, so $dq_i=0$. What remains is $\mathrm{Tr}\,\rho\,dH^0$. The diagonal of $H^0$ is fixed, so this contains hoppings alone. Each pair occurs twice in the trace, and $\partial r_{kj}/\partial x_k=(x_k-x_j)/r_{kj}$. Hence

$$F_k=-\sum_{j\neq k}\left[2\rho_{kj}h'(r_{kj})+\phi'(r_{kj})\right]\frac{x_k-x_j}{r_{kj}} .$$

The slopes $d\Delta_i/dx_k$ are in general not zero, yet they do not enter. The shifts still influence the force, because they help to determine $\rho_{kj}$. "No additional force" does not mean "the same force as without neutrality".

**Where step 3 goes wrong**

The sum of occupied eigenvalues of $H$ is

$$B=\mathrm{Tr}\,\rho H=\sum_{i\neq j}\rho_{ij}h_{ij}+\sum_i(\varepsilon_i+\Delta_i)q_i .$$

For neutral atoms the energy of the model is

$$E=B-\sum_i(\varepsilon_i+\Delta_i)N_i+\tfrac12\sum_{i\ne j}\phi(r_{ij}).$$

The manuscript differentiates $B$ and omits the subtraction. By the Hellmann–Feynman theorem, $dB/dx_k$ contains $\sum_iq_i\,d\Delta_i/dx_k$. The subtracted sum contributes $-\sum_iN_i\,d\Delta_i/dx_k$, and together they give

$$\sum_i(q_i-N_i)\frac{d\Delta_i}{dx_k}=0 .$$

The claimed extra force,

$$G_k=-\sum_iN_i\frac{d\Delta_i}{dx_k},$$

also fails a test of meaning. Replace $\Delta_i$ by $\Delta_i+c(x)$, with the same $c$ for every atom. No orbital, charge or bond order changes, but $G_k$ changes by $-\left(\sum_iN_i\right)\partial c/\partial x_k$. With $N_i=1$ one may choose $\sum_i\Delta_i=0$ at every geometry, and then $G_k=0$ for every atom. Conservation of momentum does not expose the error if the zero is tied to one atom's level: the shifts then depend on distances alone, so the $G_k$ sum to zero.

**How the shifts move**

To put numbers on $G_k$ we need the slopes of the shifts. Let $\psi^o$ and $\psi^u$ be occupied and empty orbitals with energies $E_o$ and $E_u$. A perturbation $\delta H$ adds to $\psi^o$ the amount $\sum_u\psi^u\langle u|\delta H|o\rangle/(E_o-E_u)$. Mixing among occupied orbitals leaves $\rho$ unchanged. With a factor 2 for spin and another from differentiating a square, the response to the shifts is

$$\chi_{ij}=\frac{\partial q_i}{\partial\Delta_j}=4\sum_{o,u}\frac{\psi_i^o\psi_i^u\psi_j^o\psi_j^u}{E_o-E_u}.$$

Persistent neutrality demands

$$\sum_j\chi_{ij}\frac{d\Delta_j}{dx_k}+\left.\frac{\partial q_i}{\partial x_k}\right|_\Delta=0 .$$

This has a unique solution once one shift is held at zero. For any set of numbers $v_i$,

$$\sum_{ij}v_i\chi_{ij}v_j=-4\sum_{o,u}\frac{\left(\sum_iv_i\psi_i^o\psi_i^u\right)^2}{E_u-E_o}.$$

It vanishes only if the diagonal matrix $v$ does not connect occupied with empty orbitals, that is, if it commutes with $\rho$. This means $(v_i-v_j)\rho_{ij}=0$ for every pair. If non-zero bond orders link all atoms, the $v_i$ must be equal, which is the harmless common constant.

**An asymmetric chain of six atoms**

Take $h(r)=-1.5\,e^{-(r-2.5)/1.25}$ eV and $\phi(r)=1.0\,e^{-(r-2.5)/0.60}$ eV, with $r$ in Å, acting between all pairs. Positions and levels are in the table. The charges $q^{(0)}$ are those without shifts. The $\Delta_i$ come from solving the neutrality equations numerically with $\Delta_1=0$.

| Atom | $x$ (Å) | $\varepsilon$ (eV) | $q^{(0)}$ | $\Delta$ (eV) |
|---|---|---|---|---|
| 1 | 0.0 | 0.0 | 1.072 | 0.000 |
| 2 | 2.3 | 0.0 | 0.949 | −0.144 |
| 3 | 5.0 | −1.0 | 1.308 | 0.901 |
| 4 | 7.4 | 0.0 | 0.758 | −0.060 |
| 5 | 10.3 | 0.0 | 1.103 | −0.105 |
| 6 | 12.6 | 0.5 | 0.809 | −0.500 |

The long hopping range is deliberate. Suppose hopping joined nearest neighbours alone and all levels were equal, at zero. Reversing the sign of an orbital on every second atom would turn an eigenvector of energy $E$ into one of energy $-E$, with the same weight on each atom. The occupied and empty halves would then share each atom's total weight of one equally, giving $q_i=2\times\tfrac12=1$. Neutrality would merely align the levels, and the shifts would not move with the atoms. Here the sums $\varepsilon_i+\Delta_i$ still agree to within about 0.14 eV; the remaining differences come from hopping beyond nearest neighbours.

The energy is $-6.026$ eV without neutrality and $-5.831$ eV with it, so the constraint costs 0.195 eV. Minimizing $\mathrm{Tr}\,\rho H^0$ directly over neutral density matrices, by sequential quadratic programming and with no shifts in the Hamiltonian, then subtracting $\sum_i\varepsilon_iN_i$ and adding the repulsion, also gives $E=-5.831$ eV. The multipliers extracted from the gradients at that minimum equal the tabulated shifts to the digits shown.

The force on atom 3 illustrates the signs. Atom 4 is 2.4 Å to its right, so $h=-1.5\,e^{0.08}=-1.625$ eV and $h'=-h/1.25=1.300$ eV/Å. The bond order is 0.8896 and $(x_3-x_4)/r_{34}=-1$. The bond part is

$$-2(0.8896)(1.300)(-1)=+2.313\ \text{eV/Å},$$

a pull towards atom 4. The repulsion from atom 4 gives $-1.969$ eV/Å. Atom 2, with bond order 0.360, contributes $-0.737$ from the bond and $+1.194$ from repulsion. The bond parts from atoms 1, 5 and 6 add $-0.011$, and their repulsions $+0.010$. In total,

$$F_3=2.313-0.737-0.011-1.969+1.194+0.010=0.800\ \text{eV/Å},$$

or 1.281 nN. The bond orders between atom 3 and atoms 1 and 5 are zero to four decimals. With aligned levels and nearest-neighbour hopping they would be exactly zero. By the sign reversal above, the occupied and empty orbitals then contribute equally to $\sum_n\psi_i^n\psi_j^n$ when $i$ and $j$ are both odd or both even, and for $i\neq j$ the whole sum is zero. With the longer hopping range used here such bond orders need not vanish exactly, but they remain very small.

The second table compares forces in eV/Å. $F^{(0)}$ is the force without neutrality and $F$ the neutral bond-model force. The last two columns give the false addition $G$ for two choices of the fixed shift.

| Atom | $F^{(0)}$ | $F$ | $G$, $\Delta_1=0$ | $G$, $\Delta_6=0$ |
|---|---|---|---|---|
| 1 | 0.257 | 0.256 | −1.832 | 0.905 |
| 2 | −0.861 | −0.779 | 2.296 | −0.456 |
| 3 | 0.727 | 0.800 | 0.297 | 0.306 |
| 4 | −0.384 | −0.628 | −0.437 | −0.418 |
| 5 | 0.543 | 0.662 | 0.583 | −2.167 |
| 6 | −0.282 | −0.312 | −0.908 | 1.829 |

Central differences of the directly minimized energy, with displacements of 0.001 Å, reproduce the column $F$ within $10^{-6}$ eV/Å on every atom. That calculation never uses a shift, so it leaves no room for $G$.

For atom 3 the slopes $d\Delta_i/dx_3$, with $\Delta_1=0$, are $0$, $0.2333$, $-0.1523$, $-0.3833$, $0.0036$ and $0.0015$ eV/Å. The shifts really do move; minus their sum is the entry 0.297. On atom 1 the false force even changes sign with the choice of reference.

The genuine influence of neutrality is the difference between $F^{(0)}$ and $F$, largest on atom 4. On atom 3 it can be traced. The bond order to atom 4 rises from 0.841 to 0.890, which adds $2(0.049)(1.300)=0.127$ eV/Å. The bond order to atom 2 rises from 0.335 to 0.360, which subtracts about 0.053. The net is about 0.075 eV/Å, close to the observed change of 0.072 eV/Å. The bonds to atoms 1 and 5, whose bond orders almost vanish under neutrality, change the force by $-0.024$ and $+0.022$ eV/Å; these nearly cancel and leave the small difference.

**A related error: freezing the shifts**

A numerical test of forces can go wrong in another way. Suppose $\Delta$ is kept fixed during a small displacement and the physical energy $E$ is differentiated. Now $dq_i\neq0$, and the piece $-\sum_i\Delta_i\,dq_i$ survives:

$$-\left.\frac{dE}{dx_k}\right|_{\Delta}=F_k+\sum_i\Delta_i\left.\frac{\partial q_i}{\partial x_k}\right|_\Delta .$$

In the chain the unwanted term reaches 0.051 eV/Å in size, on atom 2, about 7% of the correct force there. The remedy is to re-solve for neutrality at each displaced geometry. Alternatively, keep $\Delta$ frozen and differentiate $B-\sum_i(\varepsilon_i+\Delta_i)N_i$ plus the repulsion. Its explicit position derivative gives $F_k$ by the Hellmann–Feynman theorem.

**If the shifts are real potentials**

One may object that a charged atom has a real electrostatic level shift. Let charging cost $\tfrac12U\sum_i(q_i-N_i)^2$, added to $E$. Varying $\rho$ gives $\Delta_i=U(q_i-N_i)$, now a physical potential. When an atom moves, the electronic and charging energies change by

$$\mathrm{Tr}\,\rho\,dH^0+\mathrm{Tr}\,d\rho\,H^0+\sum_iU(q_i-N_i)\,dq_i=\mathrm{Tr}\,\rho\,dH^0+\mathrm{Tr}\,d\rho\,H .$$

The last trace vanishes as before. For a geometry-independent $U$ the force keeps its intersite form, although the charges are no longer fixed. This covers on-site charging only. A Coulomb interaction $\gamma(r_{ij})$ between charged atoms depends on distance and adds the explicit force $-(q_k-N_k)\sum_{j\ne k}(q_j-N_j)\,\gamma'(r_{kj})\,(x_k-x_j)/r_{kj}$, which vanishes under strict neutrality.

With $U=10$ eV the largest charge error in the chain is 0.059 electrons, and the largest change of force from strict neutrality is 0.035 eV/Å. With $U=100$ eV these become 0.008 electrons and 0.004 eV/Å. The largest potential, $U$ times the charge error, is 0.59 eV in the first case and 0.83 eV in the second. As $U$ grows the potential stays finite while the charge error falls as $1/U$. The charging energy, $\sum_i\Delta_i^2/(2U)$, then tends to zero. Strict neutrality is the limit in which a finite potential remains without a stored energy.

**Conditions that the manuscript should state**

Orthogonality is essential to the form of $F_k$. Let orbitals on different atoms have overlap $s(r)$, with overlap matrix $S$, and let neutrality refer to the Mulliken charges $q_i=\sum_j\rho_{ij}S_{ji}$. Write $e_i=\varepsilon_i+\Delta_i$ and $H_{ij}=h_{ij}+\tfrac12(e_i+e_j)S_{ij}$. An eigenvector normalized by $c^TSc=1$ has $dE_n=c^T(dH-E_n\,dS)c$. Summing over occupied states, with $w=2\sum_nE_nc_nc_n^T$, gives the extra force

$$-2\sum_{j\ne k}\left[\tfrac12(e_k+e_j)\rho_{kj}-w_{kj}\right]s'(r_{kj})\frac{x_k-x_j}{r_{kj}} .$$

The shifts now appear explicitly, because the constraint itself depends on geometry. Their slopes still do not. A common constant $c$ changes $w$ by $c\rho$ and cancels, so the bracket has meaning as a whole. For a trial overlap $s=0.10\,e^{-(r-2.5)/1.25}$, with $h$ and $\phi$ unchanged, this term reaches 0.26 eV/Å. The total force changes by up to 0.57 eV/Å, which is not small beside the largest orthogonal force of 0.80 eV/Å.

Free-atom levels that depend on geometry also need care. If the energy includes $\sum_i\varepsilon_i(x)q_i$, neutrality leaves a force $-\sum_iN_i\,\partial\varepsilon_i/\partial x_k$. It comes from the assumed $\varepsilon_i(x)$, not from the multipliers. It cancels if the energy is measured from $\sum_i\varepsilon_i(x)N_i$, but that reference energy must then be accounted for elsewhere in the model.

The chain has round parameters and represents no particular material. A bond model of a real transition metal needs several orbitals per atom. If one shift acts equally on all orbitals of an atom and $q_i$ is their total charge, the cancellation above is unchanged. Transfer between orbitals of an atom with different levels then changes the energy, but fixed levels add no explicit force. A metal also lacks the gap assumed here. With Fermi occupations at temperature $T$, $\mathrm{Tr}\,d\rho\,H=T\,dS_{\mathrm{el}}$ at fixed electron number, where $S_{\mathrm{el}}$ is the electronic entropy. The intersite force is then minus the slope of the free energy $E-TS_{\mathrm{el}}$ at fixed $T$. In the present chain the gap is 1.92 eV against a thermal energy of 0.026 eV at 300 K, so thermal occupation is negligible.

**Recommendation**

The term $-\sum_iq_i\,d\Delta_i/dx_k$ should be removed and the forces recomputed from the intersite expression, using the bond orders of the neutral state. The manuscript should also state that its basis is orthogonal and its free-atom levels are fixed.
